# Fitting Film Permittivity with Nonnegative B-Splines and Analytic Kramers–Kronig Transforms

## The failure to be cured

An ellipsometer delivers one complex number per photon energy, and a film has one complex permittivity per photon energy. If the thickness is guessed, the permittivity can be solved for energy by energy, and a wrong guess need not show in the residual. For the 30 nm model film treated below, noise-free data were inverted at 1.5, 3.0 and 4.5 eV with assumed thicknesses of 27 and 33 nm. All six inversions reproduced the data to rounding error. At 1.5 eV, where the film is transparent with $\varepsilon=5.68$, they returned $6.00+0.13i$ and $5.41-0.11i$. The second value describes a film that amplifies light; the first invents absorption.

The cure is to fit all energies together with a function that is causal and passive by construction, and that has no absorption where the film is known to be transparent. The imaginary part is a sum of B-splines with nonnegative coefficients, and the real part follows from a closed formula, without numerical principal-value integration.

## Conventions and the causal integral

Fields vary as $e^{-i\omega t}$, $E=\hbar\omega$, and units are Gaussian. Absorption means $\varepsilon_2=\operatorname{Im}\varepsilon>0$ at $E>0$. The film is isotropic, local, nonmagnetic and has no dc conductivity. A conductor needs an additional Drude term, because its permittivity has a pole at $E=0$.

Let $\chi(z)=\varepsilon(z)-1$ be analytic in the upper half plane and vanish at infinity fast enough to close the contour there. For $\operatorname{Im}z>0$, Cauchy's theorem gives

$$\chi(z)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(x)}{x-z}dx,\qquad 0=\int_{-\infty}^{\infty}\frac{\chi(x)}{x-z^*}dx,$$

the second because $z^*$ lies outside the contour. Its complex conjugate is $\int\chi^*(x)/(x-z)\,dx=0$. Subtracting this from the first integral leaves $\chi-\chi^*=2i\varepsilon_2$ in the numerator:

$$\chi(z)=\frac1\pi\int_{-\infty}^{\infty}\frac{\varepsilon_2(x)}{x-z}dx .$$

Real fields produce real polarization, so $\varepsilon_2(-x)=-\varepsilon_2(x)$. Replacing $x$ by $-x$ on the negative half axis gives

$$\varepsilon(z)=1+\frac1\pi\int_0^\infty\varepsilon_2(x)\left[\frac1{x-z}+\frac1{x+z}\right]dx. \tag{1}$$

## The transform of one spline

Take distinct positive knots $t_j<\dots<t_{j+4}$ and let $\Delta_j=t_{j+4}-t_j$. The divided difference of a function $g$ is

$$D_j g=\sum_{i=j}^{j+4}\frac{g(t_i)}{\prod_{l\ne i}(t_i-t_l)} .$$

It is the coefficient of $t^4$ in the quartic interpolating $g$ at the five knots, so it vanishes for every polynomial of degree three or less. The cubic B-spline is $B_j(x)=\Delta_jD_j(t-x)_+^3$, where $D_j$ acts on $t$ and $u_+=\max(u,0)$.

Taylor's theorem with integral remainder, started at $t_j$, reads

$$f(t)=\text{cubic}+\frac1{3!}\int_{t_j}^{t_{j+4}}(t-x)_+^3f^{(4)}(x)\,dx .$$

Applying $D_j$ removes the cubic and turns the kernel into $B_j/\Delta_j$:

$$\int B_j(x)f^{(4)}(x)\,dx=6\Delta_jD_jf. \tag{2}$$

We need $f^{(4)}=1/(x-z)$. With $u=x-z$, successive derivatives of $u^3\ln u$ are $3u^2\ln u+u^2$, $6u\ln u+5u$, $6\ln u+11$ and $6/u$. Hence $f=u^3\ln u/6$ serves, and the 6 cancels in (2). The term $1/(x+z)$ follows by replacing $z$ with $-z$. Therefore

$$\varepsilon(z)=1+\sum_jc_j\phi_j(z),$$
$$\phi_j(z)=\frac{\Delta_j}{\pi}D_j\left[(t-z)^3\ln(t-z)+(t+z)^3\ln(t+z)\right]. \tag{3}$$

For $\operatorname{Im}z>0$, $t-z$ stays in the lower half plane and $t+z$ in the upper, so principal logarithms are smooth along the knot interval. A change of energy unit adds a constant to each logarithm, hence a cubic in $t$, which $D_j$ removes.

On the real axis $z=E+i0$ and

$$\ln(t-E-i0)=\ln|t-E|-i\pi\,\theta(E-t).$$

The imaginary part of (3) is $-\Delta_jD_j[(t-E)^3\theta(E-t)]$. Since $(t-E)^3=(t-E)_+^3+(t-E)^3\theta(E-t)$ and $D_j$ annihilates the left side, this equals $+\Delta_jD_j(t-E)_+^3=B_j(E)$, as required. The real part uses $\ln|t-E|$. At a knot, $u^3\ln|u|\to0$, so code should set that term to zero.

Direct principal-value quadrature on unequal knots tests (3) inside the support, outside it and at a knot. The largest difference is $4\times10^{-12}$.

## What nonnegative coefficients guarantee

The bracket in (1) equals $2x/(x^2-z^2)$, and

$$\operatorname{Im}\frac{2x}{x^2-z^2}=\frac{2x\operatorname{Im}z^2}{|x^2-z^2|^2}.$$

For $z=a+ib$ with $a,b>0$, $\operatorname{Im}z^2=2ab>0$. Thus $c_j\ge0$, not all zero, gives $\operatorname{Im}\varepsilon>0$ throughout the first quadrant, and $\varepsilon_2\ge0$ on the positive axis.

The condition is sufficient, not necessary. On knots $0,1,\dots,6$ take $B_0-0.2B_1+B_2$. On $[0,1]$ only $B_0\ge0$ contributes. On $[1,3]$, $B_0\ge1/6$ and $B_1\le2/3$, so the sum is at least $1/6-2/15=1/30$. The interval $[3,6]$ follows by reflection. The constraint therefore excludes some passive spectra, here one with a dip between two maxima about two knot spacings apart. Finer knots there relax it.

## Two limits and the rounding error

At low energy, $\phi_j(0)=(2/\pi)\int B_j/x\,dx>0$: absorption at higher energy raises the static permittivity. Far above the support, $2x/(x^2-E^2)\to-2x/E^2$, so

$$\phi_j(E)\to-\frac{2M_j}{\pi E^2},\qquad M_j=\int xB_j\,dx=\frac{\Delta_j\bar t_j}{4},$$

where $\bar t_j$ is the mean of the five knots. To obtain $M_j$, put $f=x^5/120$ in (2), so that $f^{(4)}=x$ and $M_j=\Delta_jD_jt^5/20$. The product $\prod_i(t-t_i)=t^5-(\sum_it_i)t^4+\text{cubic}$ vanishes at every knot, so $D_jt^5=\sum_it_i=5\bar t_j$.

Free electrons fix the meaning of this limit. From $m\ddot x=-e\mathcal E$ the displacement is $x=e\mathcal E/(m\omega^2)$, the polarization is $-nex$, and $\varepsilon=1-4\pi ne^2/(m\omega^2)$. Matching the coefficients of $-1/E^2$ gives

$$n=\frac{m}{2\pi^2\hbar^2e^2}\int_0^\infty E\,\varepsilon_2(E)\,dE. \tag{4}$$

Cut off at a finite energy, (4) defines an effective density, not a count of particular electrons.

The remote limit is also where (3) is numerically weak. For knot spacing $h$, the summands are of order $E^3\ln E/h^3$, while the result is of order $h\bar t/E^2$. With unit roundoff $u$, the relative error scales as

$$u\,\frac{E^5\ln E}{h^4\,\bar t}.$$

For the test spline, whose support runs from 2 to 4 eV, the measured relative error at 100 eV is $6\times10^{-5}$; the estimate with $h=0.5$ eV gives about $3\times10^{-5}$. Far above the support, evaluate $(1/\pi)\int B_j\,2x/(x^2-E^2)\,dx$ by ordinary Gauss quadrature between knots. The integrand is then smooth on each interval and of one sign, so nothing cancels.

## Absorption outside the measured window

Absorption above an energy $E_b$ contributes, for $E<E_b$,

$$R(E)=\frac2\pi\int_{E_b}^\infty\frac{x\,\varepsilon_2(x)}{x^2-E^2}dx=\frac2\pi\sum_{m=0}^\infty E^{2m}\int_{E_b}^\infty\frac{\varepsilon_2(x)}{x^{2m+1}}dx .$$

The data see the remote spectrum through these inverse moments. Well below $E_b$ the first few dominate; near $E_b$ many contribute. Knots just beyond the window should therefore not be too widely spaced; further out they may widen. The remote coefficients supply the moments and should not be read as a measured spectrum. Setting them to zero is a strong physical assumption.

## From permittivity to the measured ratio

Light arrives from vacuum (0) at angle $\theta$ on the film (1), which lies on a semi-infinite substrate (2). The conserved tangential wave number gives the normal one, in units of $\omega/c$, as $q_i=\sqrt{\varepsilon_i-\sin^2\theta}$. For s polarization the electric field and its normal derivative are continuous; for p polarization the magnetic field and its normal derivative divided by $\varepsilon$ are continuous. Both cases take the same form with $Y_i=q_i$ (s) or $Y_i=q_i/\varepsilon_i$ (p).

Let $a,b$ be the forward and backward amplitudes in the film, $\tau$ the transmitted amplitude and $p=e^{iEdq_1/\hbar c}$. Then

$$1+r=a+b,\qquad Y_0(1-r)=Y_1(a-b),$$
$$ap+b/p=\tau,\qquad Y_1(ap-b/p)=Y_2\tau .$$

Eliminating $\tau$ gives $b=sa$, with $s=r_{12}p^2$ and $r_{ij}=(Y_i-Y_j)/(Y_i+Y_j)$. The first two equations then give $Y_0(1-r)(1+s)=Y_1(1+r)(1-s)$. Solving for $r$ and dividing numerator and denominator by $Y_0+Y_1$,

$$r=\frac{r_{01}+r_{12}p^2}{1+r_{01}r_{12}p^2},\qquad \rho=\frac{r_p}{r_s}. \tag{5}$$

Here $r_p$ refers to the magnetic field. Data using the opposite sign of $r_p$ must be converted first. Data in the $e^{+i\omega t}$ convention, with index $n-ik$, which is common in ellipsometry, must be complex conjugated.

Changing the sign of $q_1$ merely exchanges $a$ and $b$, so $r$ does not depend on the branch of the square root. Away from poles and $\varepsilon=0$, $\rho$ is thus a holomorphic function of the film permittivity. One complex derivative suffices, and a central difference supplies it:

$$\frac{\partial\rho}{\partial c_j}=\frac{\partial\rho}{\partial\varepsilon}\,\phi_j(E).$$

## The constrained step

Collect $x=(c,d)$. Let $r$ now denote the real and imaginary parts of (model − data)$/\sigma$, and $J$ its Jacobian. With $S$ the diagonal matrix of column norms of $J$, each trial $x'\ge0$ minimizes

$$\|J(x'-x)+r\|^2+\lambda\|S(x'-x)\|^2 .$$

Substituting $y=Sx'$ gives a nonnegative least-squares (NNLS) problem with the stacked rows

$$JS^{-1}y\approx Jx-r,\qquad \sqrt\lambda\,y\approx\sqrt\lambda\,Sx .$$

Scaling makes the damping independent of units; the damping rows give the matrix full rank. At a stationary point the gradient vanishes for positive variables and is nonnegative for variables at zero, where only an increase is allowed.

```text
Phi[i,j] = phi_j(E_i)                  # once
c = 2 for all j; d = starting thickness; lambda = 1e-2
repeat:
    eps = 1 + Phi c
    r, J = weighted residual and Jacobian
    S = column norms of J
    g = S^-1 J^T r / |r|
    v = max( |g_k| where x_k > 0, max(-g_k,0) where x_k = 0 )
    stop if v < 1e-6; report failure if lambda is huge
    y = NNLS([J S^-1; sqrt(lambda) I],
             [J x - r; sqrt(lambda) S x])
    x_trial = S^-1 y
    if cost(x_trial) < cost(x):
        x = x_trial; lambda = max(0.2 lambda, 1e-8)
    else:
        lambda = 5 lambda
repeat from several d; keep the lowest cost
```

For $N$ energies and $n$ splines the table costs $O(Nn)$ and does not depend on thickness. Each iteration needs $O(N)$ film evaluations and $O(Nn)$ work for the Jacobian. A dense solve inside NNLS costs $O(Nn^2+n^3)$, and several may be needed as variables enter or leave zero.

## A film of known answer

The test film has $d=30$ nm on a substrate with $\varepsilon=2.25$, observed at $65^\circ$ at 101 energies from 1 to 6 eV. Its absorption above the gap $E_g=2$ eV is a sum of two Tauc–Lorentz terms,

$$\varepsilon_2(E)=\sum_k\frac{A_kE_kC_k(E-E_g)^2}{E[(E^2-E_k^2)^2+C_k^2E^2]},$$

with $(A,E_k,C)=(40,4,1.5)$ and $(40,9,3)$ eV. The second term is centred outside the window. The true real part comes from quadrature, so the data are not generated by the spline model. Gaussian noise of standard deviation $5\times10^{-4}$ is added to each part of $\rho$.

The 29 knots start at 1.5 eV, are 0.25 eV apart up to 7 eV, and widen up to 21 eV. They carry $29-4=25$ splines; thickness is the 26th variable. Starts at 25 and 35 nm reach the same minimum in 11 iterations, with

$$d=29.984\pm0.031\ \text{nm},\qquad \frac{\chi^2}{202-26}=\frac{137.25}{176}=0.78 .$$

The thickness error, $-0.016$ nm, is half the standard error. That standard error is linearized, holds the three zero coefficients fixed, takes the absence of absorption up to 1.5 eV as given, and omits errors of angle, substrate and layer model. It also omits the bias of the spline basis itself: noise-free data give $d\approx29.97$ nm, a shift of nearly one standard error. For 176 degrees of freedom the reduced $\chi^2$ scatters by about $\sqrt{2/176}=0.11$, so this single noise draw lies two standard deviations low.

Over the window the root-mean-square error of $|\varepsilon_{\rm fit}-\varepsilon_{\rm true}|$ is 0.007 and the largest is 0.016. At 3.5 eV, for example, the fit gives $8.898+3.858i$ against $8.896+3.850i$.

Fits with the thickness held at 27 and 33 nm ended at $\chi^2=5878$ and 16385, about 43 and 119 times the best value. The pointwise results at 1.5 eV show two constraints at work. At 33 nm the required $\varepsilon_2$ is negative, which passivity forbids. At 27 nm it is positive, which passivity allows; what forbids it is the absence of any spline at or below 1.5 eV. The transparent range is thus an input, and it must be justified for a real film.

The remote spectrum behaves as the moment expansion suggests. Its static contribution from above 6 eV is 2.358 in the fit and 2.359 in truth, yet $\varepsilon_2$ at 9 eV is 7.37 instead of 8.36, which is 12% low. This figure belongs to one noise draw: the value at 9 eV changes strongly from draw to draw, and the wide knots cannot follow the peak exactly in any case. With all knots above 7 eV removed, the fit started at 30 nm ended at 8 nm with $\chi^2\approx5\times10^5$. This is not the lowest minimum: started from the coefficients of the full fit, the same basis reaches about 33 nm with $\chi^2\approx4\times10^5$, so the starting coefficients matter as well as the starting thickness. In both cases the missing remote contribution ruins the fit and the thickness.

Inside the window, $\int_0^{6\,\rm eV}E\varepsilon_2dE=56.2$ eV². Equation (4), with energies converted to erg, gives $n=2.60\times10^{22}$ cm⁻³, within 0.1% of the value from the true spectrum.

## Failure modes

**Several interference orders.** At a single energy with real $q_1$, (5) repeats when $d$ grows by $\pi\hbar c/(Eq_1)$. At 1.5 eV, $q_1=\sqrt{5.68-0.82}=2.20$ and the period is $\pi(197.3\ \text{eV nm})/(1.5\ \text{eV}\times2.20)\approx188$ nm. It differs from one energy to another, so a spectrum breaks the exact repetition, but local minima may remain. Thick films need a grid of starting thicknesses.

**No transparent range.** If the film absorbs throughout the window, the condition $\varepsilon_2=0$, which excluded the 27 nm result at 1.5 eV, is not available. Plot the minimum cost against fixed $d$; a flat valley means that the data do not determine thickness.

**Knots too coarse or too fine.** Coarse knots leave structured residuals near sharp features. Fine knots let noise into $\varepsilon_2$. A large condition number of the scaled Jacobian, here $1.7\times10^4$ for the free variables, warns that some combination of variables is poorly determined compared with others. Compare fits on two knot sets before interpreting a small peak.

**Wrong layer model.** Roughness, anisotropy or a graded composition can be absorbed into a smooth, causal and passive $\varepsilon$ that belongs to no material. Causality restricts the permittivity; it does not validate (5). Data from a film of a second thickness, fitted with the same coefficients, provide a check, which loses its power when both films are only a nanometre or two thick. A second angle alone may not: for a thin film, the same wrong permittivity can fit both angles.

The numerical output below lists the transform comparisons and fit results.

## Values computed for the example and the checks

```
test spline knots (eV): [2.  2.3 2.9 3.2 4. ]
E=1.0 eV: Re phi closed 0.12793070, quadrature 0.12793070
E=2.5 eV: Re phi closed 0.46717100, quadrature 0.46717100
E=2.9 eV: Re phi closed -0.04516530, quadrature -0.04516530
E=3.7 eV: Re phi closed -0.21425300, quadrature -0.21425300
E=6.0 eV: Re phi closed -0.03352116, quadrature -0.03352116
largest transform difference: 4.3e-12
first moment of test spline: 1.44000 eV^2
relative rounding error at 100 eV: 6.2e-05
minimum of spline with coefficients 1,-0.2,1: 0.0e+00
hbar c: 197.3270 eV nm
angle: 65.0 deg; substrate eps: 2.25
true thickness: 30.0 nm; gap: 2.0 eV
term strength, centre, width: 40.0, 4.0, 1.5 eV
term strength, centre, width: 40.0, 9.0, 3.0 eV
noise per part of rho: 5.0e-04
data numbers: 202; fitted variables: 26
knots: 29, from 1.50 to 21.00 eV
knots above 7 eV (eV): [ 8.   9.5 11.5 14.  17.  21. ]
start 25 nm: d=29.9839 nm, chi2=137.254, iterations=11
start 35 nm: d=29.9839 nm, chi2=137.254, iterations=11
best thickness: 29.984 nm
linearized standard error of d: 0.031 nm
reduced chi2: 0.780
stationarity violation: 8.0e-07
coefficients at zero: 3
condition number of scaled free Jacobian: 1.74e+04
E=1.5 eV: eps true 5.679+0.000j, fit 5.683+0.000j
E=2.5 eV: eps true 6.971+0.239j, fit 6.975+0.244j
E=3.5 eV: eps true 8.896+3.850j, fit 8.898+3.858j
E=4.5 eV: eps true 2.851+5.626j, fit 2.846+5.629j
E=5.5 eV: eps true 2.914+2.816j, fit 2.911+2.815j
rms and largest |eps error|: 0.0067, 0.0160
fixed d=27 nm: chi2=5877.8
fixed d=33 nm: chi2=16385.1
knots only to 7 eV: chi2=521498.7, d=8.02 nm
pointwise eps at 1.5 eV, d=27 nm: 5.9986+0.1292j
pointwise eps at 1.5 eV, d=33 nm: 5.4121-0.1062j
largest pointwise inversion residual: 3.6e-16
static part from above 6 eV: true 2.3586, fit 2.3581
eps2 at 9 eV: true 8.362, fit 7.373
integral E eps2 to 6 eV: true 56.195, fit 56.235 eV^2
effective density to 6 eV: true 2.5945e+22, fit 2.5964e+22 cm^-3
```
